# Why CIS and TDA miss conical intersections with the reference state: verification in Python

```python
# Result under test: with a closed-shell SCF reference Phi0 and nonsingular real orbital
# Hessian A+B, the CIS/TDA ground-excited degeneracy is ONE condition w(R)=0 (A X = w X);
# the coupling d=<Psi1|dPhi0/dR>=-X.(A+B)^-1.b stays finite (b=sqrt2*dF_ia/dR, frozen
# orbitals), so h=w*d->0. FCI has a cone: gap^2=(g dr)^2+4(h beta)^2. Full response
# w^2=eig[(A-B)(A+B)] closes as a square root. U: MOs in the Loewdin basis; atomic units.
# Systems: 2-electron 2-orbital model; H-O-H/STO-3G (bond R1 fixed, bond r, bend beta).
import numpy as np
from functools import lru_cache
from scipy.linalg import expm, eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants as pc
from pyscf import gto, dft
from pyscf.dft import libxc
from pyscf.fci import direct_spin1, cistring, spin_op
ANG = pc['Bohr radius'][0]*1e10
R1, S2 = 1.8, np.sqrt(2.0)

def tr4(m, U):
    for _ in range(4):
        m = np.tensordot(m, U, axes=(0, 0))
    return m
def xc(s, U):
    rho = 2*np.sum(np.abs(s['ao'] @ U[:, :s['no']])**2, axis=1)
    e, v, f = libxc.eval_xc('lda,vwn', rho, spin=0, deriv=2)[:3]
    return np.sum(s['w']*e*rho), v[0], f[0]
def energy(s, U):
    P = 2*U[:, :s['no']] @ U[:, :s['no']].conj().T
    e = s['en'] + np.sum(s['h']*P.real) + 0.5*np.einsum('pqrs,pq,rs', s['eri'], P.real, P.real)
    if s['hf']:
        return e - 0.25*np.einsum('pqrs,sp,qr', s['eri'], P, P).real
    return e + xc(s, U)[0]
def fock_p(s, P, c):
    return s['h'] + np.einsum('pqrs,rs', s['eri'], P) - 0.5*c*np.einsum('prqs,rs', s['eri'], P)
def response(s, U):
    o, v, c = s['act'], s['vir'], float(s['hf'])
    F = fock_p(s, 2*U[:, :s['no']] @ U[:, :s['no']].T, c)
    n = len(o)*len(v)
    m = tr4(s['eri'], U)
    ovov = m[np.ix_(o, v, o, v)]
    K = 2*ovov.reshape(n, n)
    if not s['hf']:
        _, vx, fx = xc(s, U)
        F = F + s['ao'].T @ (s['ao']*(s['w']*vx)[:, None])
        mo = s['ao'] @ U
        pair = (mo[:, o][:, :, None]*mo[:, v][:, None, :]).reshape(-1, n)
        K = K + 2*pair.T @ (pair*(s['w']*fx)[:, None])
    F = U.T @ F @ U
    Fo, Fv = F[np.ix_(o, o)], F[np.ix_(v, v)]
    A = np.kron(np.eye(len(o)), Fv) - np.kron(Fo, np.eye(len(v))) + K \
        - c*m[np.ix_(o, o, v, v)].transpose(0, 2, 1, 3).reshape(n, n)
    B = K - c*ovov.transpose(0, 3, 2, 1).reshape(n, n)
    gap = np.linalg.eigvalsh(Fv)[0] - np.linalg.eigvalsh(Fo)[-1]
    return F[np.ix_(o, v)].ravel(), A, B, gap
def rotate(s, U, t):
    t = t.reshape(len(s['act']), len(s['vir']))
    k = np.zeros(U.shape, dtype=t.dtype)
    k[np.ix_(s['vir'], s['act'])] = t.T
    k[np.ix_(s['act'], s['vir'])] = -t.conj()
    return U @ expm(k)
def newton(s, U):
    for _ in range(60):
        g, A, B, gap = response(s, U)
        if np.abs(g).max() < 1e-11:
            return U, A, B, gap
        t = -np.linalg.solve(A + B, g)
        U = rotate(s, U, t*min(1.0, 0.3/np.linalg.norm(t)))
    raise RuntimeError('SCF not converged')
@lru_cache(None)
def occs(n, no):
    return np.array([[p for p in range(n) if (int(x) >> p) & 1]
                     for x in cistring.make_strings(range(n), no)])
def vectors(s, U):   # Phi0 and singlet singles in the full determinant basis
    oc = occs(len(U), s['no'])
    c0 = np.linalg.det(U[:, :s['no']][oc])
    out = []
    for i in s['act']:
        for a in s['vir']:
            W = U[:, :s['no']].copy(); W[:, i] = U[:, a]
            c = np.linalg.det(W[oc])
            out.append((np.outer(c, c0) + np.outer(c0, c)).ravel()/S2)
    return np.outer(c0, c0).ravel(), np.array(out)
def hmat(s):
    n, no = len(s['h']), s['no']
    addr, h0 = direct_spin1.pspace(s['h'], s['eri'], n, (no, no), np=500)
    H = np.zeros_like(h0); H[np.ix_(addr, addr)] = h0
    return H + s['en']*np.eye(len(H))
def rpa_direct(A, B):
    e = np.linalg.eigvals(np.block([[A, B], [-B, -A]]))
    return e[np.argmin(np.abs(e))]

# ---------- two-orbital model ----------
def model(x, y, K, J=0.5):
    e = np.zeros((2,)*4)
    e[0, 0, 0, 0] = e[1, 1, 1, 1] = J + 2*K
    e[0, 0, 1, 1] = e[1, 1, 0, 0] = J
    e[0, 1, 0, 1] = e[0, 1, 1, 0] = e[1, 0, 0, 1] = e[1, 0, 1, 0] = K
    s = dict(h=np.array([[-x/2, y], [y, x/2]]), eri=e, en=0.0, hf=True, no=1, act=[0], vir=[1])
    Us = [rotate(s, np.eye(2), np.array([a])) for a in np.linspace(0, np.pi, 61)]
    U, A, B, _ = newton(s, min(Us, key=lambda u: energy(s, u)))
    return s, U, A, B
print('model: (11|22)=0.5 Ha, (11|11)=0.5+2K; x,y,K,rho,w,gap in Ha, w2 in Ha^2')
Ps = np.array([[1, 0, 0, 0], [0, 1/S2, 1/S2, 0], [0, 0, 0, 1]])
for K, x, y in [(0.1, 0.3, 0.1), (0.1, -0.06, 0.04), (0.1, 0.05, 0.02), (0.0, 0.05, 0.02)]:
    s, U, A, B = model(x, y, K)
    H = hmat(s); p0, p1 = vectors(s, U); rho = np.hypot(x, 2*y)
    w = p1[0] @ H @ p1[0] - p0 @ H @ p0
    ex = np.linalg.eigvalsh(Ps @ H @ Ps.T); w2 = (rpa_direct(A, B)**2).real
    assert abs(w - (rho - K)) < 1e-9 and abs((A + B)[0, 0] - rho) < 1e-9
    assert abs(ex[1] - ex[0] - (np.hypot(rho, K) - K)) < 1e-10 and abs(w2 - rho*(rho - 2*K)) < 1e-9
    print(f'K={K} x={x} y={y}: rho={rho:.5f} wCIS={w:.5f} w2TDHF={w2:.5f} exact={ex[1]-ex[0]:.5f}')
for K, x in [(0.1, 0.101), (0.0, 0.001)]:
    s, U, A, B = model(x, 0.0, K)
    pp, pm = (vectors(*model(x, y, K)[:2])[0] for y in (1e-6, -1e-6))
    d = abs(vectors(s, U)[1][0] @ (pp - pm))/2e-6
    assert abs(A[0, 0]*d/(S2*(x - K)/x) - 1) < 1e-3
    print(f'K={K} x={x} y=0: w={A[0,0]:.5f} Ha |d_y|={d:.2f} 1/Ha |h_y|={A[0,0]*d:.5f}')

# ---------- H-O-H; AO order O1s 2s px py pz H H, molecule in the xz plane ----------
@lru_cache(None)
def geom(r, b, hf):
    mol = gto.M(atom=[('O', (0, 0, 0)), ('H', (0, 0, -R1)), ('H', (r*np.sin(b), 0, r*np.cos(b)))],
                unit='Bohr', basis='sto-3g', verbose=0)
    e, v = eigh(mol.intor('int1e_ovlp')); Z = v @ np.diag(e**-0.5) @ v.T
    s = dict(h=Z @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ Z, en=mol.energy_nuc(),
             eri=np.ascontiguousarray(tr4(mol.intor('int2e'), Z)), hf=hf, no=5,
             act=[0, 1, 2, 3], vir=[5, 6])
    if not hf:
        g = dft.gen_grid.Grids(mol); g.atom_grid = (30, 86); g.prune = None; g.build()
        s['ao'], s['w'] = mol.eval_gto('GTOval_sph', g.coords) @ Z, g.weights
    return s
print(f'H-O-H STO-3G, fixed bond {R1} bohr, A-prime singlets')
oc = occs(7, 5); cols, xpar = [], []
for I in range(21):
    for J in range(I, 21):
        if (3 in oc[I]) == (3 in oc[J]):
            c = np.zeros((21, 21)); c[I, J] = c[J, I] = 1.0
            cols.append(c.ravel()/np.linalg.norm(c)); xpar.append((2 in oc[I]) != (2 in oc[J]))
PA = np.array(cols); xpar = np.array(xpar)
def fci(r, b, P=PA):
    e, v = np.linalg.eigh(P @ hmat(geom(r, b, True)) @ P.T)
    return e, P.T @ v
def first_root(f):
    r = R1
    while f(r + 0.2) > 0:
        r += 0.2
        assert r < 7
    return brentq(f, r, r + 0.2, xtol=1e-13)
sg = lambda r: fci(r, 0.0, PA[xpar])[0][0] - fci(r, 0.0, PA[~xpar])[0][0]
fgap = lambda r, b: np.diff(fci(r, b)[0][:2])[0]
assert sg(R1) > 0
rF = first_root(sg); gF = (sg(rF + 1e-4) - sg(rF - 1e-4))/2e-4
vS, vP = fci(rF, 0.0, PA[~xpar])[1][:, 0], fci(rF, 0.0, PA[xpar])[1][:, 0]
for v in (vS, vP):
    assert abs(spin_op.spin_square0(v.reshape(21, 21), 7, (5, 5))[0]) < 1e-8
hF = abs(vP @ (hmat(geom(rF, 1e-4, True)) - hmat(geom(rF, -1e-4, True))) @ vS)/2e-4
for a in (0.3, 1.2, 2.0, np.pi/2):
    dr, b = 1e-3*np.cos(a), 1e-3*np.sin(a)
    assert abs(fgap(rF + dr, b)/np.hypot(gF*dr, 2*hF*b) - 1) < 1e-2
loop = [fci(rF + 2e-3*np.cos(a)/abs(gF), 1e-3*np.sin(a)/hF)[1][:, 0]
        for a in np.arange(12)*np.pi/6 + 0.1]
ov = [loop[k] @ loop[(k + 1) % 12] for k in range(12)]
berry = np.prod(np.sign(ov)); assert berry < 0 and min(np.abs(ov)) > 0.9
mg = minimize_scalar(lambda r: fgap(r, 0.002), bounds=(rF - 0.02, rF + 0.02), method='bounded').fun
assert abs(mg/(2*hF*0.002) - 1) < 1e-2
def dfci(r):
    v = fci(r, 0.0)[1]; q = [fci(r, b)[1][:, 0] for b in (1e-6, -1e-6)]
    q = [u*np.sign(u @ v[:, 0]) for u in q]
    return abs(v[:, 1] @ (q[0] - q[1]))/2e-6
d2, d1 = dfci(rF - 0.002), dfci(rF - 0.001)
assert abs(d1/d2 - 2) < 0.02 and abs(d1*fgap(rF - 0.001, 0.0)/hF - 1) < 1e-2
print(f'FCI r* = {rF:.5f} bohr = {rF*ANG:.5f} Angstrom, E = {fci(rF,0.0)[0][0]:.6f} Ha')
print(f'FCI g = {gF:.5f} Ha/bohr, |h| = {hF:.5f} Ha/rad')
print(f'FCI gap at r*: beta=0.001 {fgap(rF,0.001):.4e} Ha, beta=0.002 {fgap(rF,0.002):.4e} Ha')
print(f'FCI min over r of gap at beta=0.002: {mg:.4e} Ha; loop sign {berry:.0f}')
print(f'FCI |d_beta|: r*-0.002 {d2:.1f}, r*-0.001 {d1:.1f} 1/rad')

s = geom(R1, 0.0, True); P = np.diag([2, 2, 2, 2, 1, .5, .5]); ap = [0, 1, 2, 4, 5, 6]
for _ in range(40):
    U0 = np.zeros((7, 7)); U0[3, 4] = 1.0
    U0[np.ix_(ap, [0, 1, 2, 3, 5, 6])] = eigh(fock_p(s, P, 1.0)[np.ix_(ap, ap)])[1]
    P = 0.5*P + U0[:, :5] @ U0[:, :5].T
rng = np.random.default_rng(1)
for hf, n1, n2 in [(True, 'CIS', 'TDHF'), (False, 'TDA-LDA', 'TDLDA')]:
    guess = {R1: newton(geom(R1, 0.0, hf), U0)[0]}
    def scf(r, b):
        return newton(geom(r, b, hf), guess[min(guess, key=lambda q: abs(q - r))])
    def w(r, b=0.0, keep=False):
        U, A, B, _ = scf(r, b)
        if keep:
            guess[r] = U
        return np.linalg.eigvalsh(A)[0]
    def w2(r, b=0.0):
        _, A, B, _ = scf(r, b); L = np.linalg.cholesky(A + B)
        return np.linalg.eigvalsh(L.T @ (A - B) @ L)[0]
    def seam(f, r0, slope, b):
        c = -f(r0, b)/slope
        return brentq(lambda r: f(r, b), r0 + c - 5e-3, r0 + c + 5e-3, xtol=1e-11) - r0, c
    def coupling(r, e=1e-4):
        U, A, B, _ = scf(r, 0.0); X = eigh(A)[1][:, 0]
        b = S2*(response(geom(r, e, hf), U)[0] - response(geom(r, -e, hf), U)[0])/(2*e)
        q = [vectors(geom(r, x, hf), scf(r, x)[0])[0] for x in (e, -e)]
        num = X @ vectors(geom(r, 0.0, hf), U)[1] @ (q[0] - q[1])/(2*e)
        assert abs(num/(-X @ np.linalg.solve(A + B, b)) - 1) < 1e-4
        return abs(num), abs(X @ b)
    assert w(R1) > 0
    rc = first_root(lambda r: w(r, 0.0, True)); s = geom(rc, 0.0, hf)
    U, A, B, gap = scf(rc, 0.0); guess = {q: u for q, u in guess.items() if q <= rc}; guess[rc] = U
    X = eigh(A)[1][:, 0]; E0 = energy(s, U)
    assert np.sum((U[:, :4] @ X.reshape(4, 2))[2]**2) > 0.999      # hole is px
    t = rng.normal(size=8); t /= np.linalg.norm(t)
    for u in (X, t):                                               # Hessians from the energy
        for z, M in ((1.0, A + B), (1j, A - B)):
            fd = sum(energy(s, rotate(s, U, k*z*1e-3*u)) - E0 for k in (1, -1))/1e-6
            assert abs(fd - 4*u @ M @ u) < 2e-4
    lp = np.linalg.eigvalsh(A + B)[0]
    assert lp > 1e-3 and X @ (A - B) @ X < -1e-3
    gl, gr = -w(rc - 1e-3)/1e-3, w(rc + 1e-3)/1e-3
    assert gl < 0 and gr < 0 and abs(gl/gr - 1) < 1e-2
    g = 0.5*(gl + gr); wa, wb = w(rc, 0.001), w(rc, 0.002)
    assert abs(wb/wa - 4) < 0.1
    (sa, ca), (sb, cb) = seam(w, rc, g, 0.001), seam(w, rc, g, 0.002)
    assert abs(sa/ca - 1) < 0.05 and abs(sb/cb - 1) < 0.05
    (d0, xb), (d2, _), (d1, _) = coupling(rc), coupling(rc - 0.002), coupling(rc - 0.001)
    assert abs(d1/d2 - 1) < 0.05 and xb > 1e-3
    print(f'{n1} r* = {rc:.5f} bohr = {rc*ANG:.5f} Angstrom, E0 = {E0:.6f} Ha')
    print(f'{n1} dw/dr left {gl:.5f}, right {gr:.5f} Ha/bohr; orbital gap {gap:.5f} Ha')
    print(f'{n1} min eig(A+B) {lp:.5f}, X(A+B)X {X@(A+B)@X:.5f}, X(A-B)X {X@(A-B)@X:.5f} Ha')
    print(f'{n1} w at r*: beta=0.001 {wa:.4e} Ha, beta=0.002 {wb:.4e} Ha')
    print(f'{n1} seam shift: beta=0.001 {sa:.4e}, beta=0.002 {sb:.4e} bohr')
    print(f'{n1} |d_beta|: r* {d0:.3f}, r*-0.002 {d2:.3f}, r*-0.001 {d1:.3f} 1/rad')
    print(f'{n1} |w d|: r*-0.002 {w(rc-0.002)*d2:.3e}, r*-0.001 {w(rc-0.001)*d1:.3e} Ha/rad')
    print(f'{n1} frozen-orbital coupling |X.b| = {xb:.5f} Ha/rad')
    if hf:
        H = hmat(s); Ur = rotate(s, U, 0.1*t); p0, p1 = vectors(s, Ur)
        assert np.abs(p1 @ H @ p0 - S2*response(s, Ur)[0]).max() < 1e-9
        off = np.abs(p1 @ H @ p0).max()
        p0, p1 = vectors(s, U)
        assert np.abs(p1 @ H @ p1.T - (p0 @ H @ p0)*np.eye(8) - A).max() < 1e-9
        sb_ = geom(rc, 0.001, True); Hb = hmat(sb_); q0, q1 = vectors(sb_, scf(rc, 0.001)[0])
        rel = np.abs(q1 @ Hb @ q0).max(); assert rel < 1e-9
        V = np.vstack([p0, p1]); fz = np.diff(np.linalg.eigvalsh(V @ Hb @ V.T)[:2])[0]
        assert abs(fz/(2*xb*0.001) - 1) < 2e-2
        print(f'max|<single|H|Phi0>|: rotated orbitals {off:.4f}, SCF at beta=0.001 {rel:.0e} Ha')
        print(f'gap at beta=0.001, orbitals frozen at r*: {fz:.4e} Ha; 2|X.b|beta {2e-3*xb:.4e} Ha')
    rr = brentq(w2, R1, rc, xtol=1e-12); guess[rr] = scf(rr, 0.0)[0]
    _, A, B, gap = scf(rr, 0.0); lm = np.linalg.eigvalsh(A - B)[0]
    assert rr < rc and abs(lm) < 1e-8 and (hf or abs(gap) < 1e-8)
    o4, o1, oi = (rpa_direct(*scf(rr + x, 0.0)[1:3]) for x in (-0.004, -0.001, 0.001))
    assert abs(abs(o4)/abs(o1) - 2) < 0.05 and abs(o1.imag) < 1e-7
    assert abs(oi.real) < 1e-7 and abs(oi.imag) > 1e-4
    sl = (w2(rr + 1e-3) - w2(rr - 1e-3))/2e-3; sr, cr = seam(w2, rr, sl, 0.002)
    assert abs(sr/cr - 1) < 0.05
    print(f'{n2} zero r0 = {rr:.5f} bohr = {rr*ANG:.5f} Angstrom; {n1} w there {w(rr):.5f} Ha')
    print(f'{n2} at r0: min eig(A+B) {np.linalg.eigvalsh(A+B)[0]:.5f}, orbital gap {abs(gap):.5f} Ha')
    print(f'{n2} w: r0-0.004 {abs(o4):.4e}, r0-0.001 {abs(o1):.4e}, r0+0.001 {abs(oi):.4e}i Ha')
    print(f'{n2} dw2/dr {sl:.4e} Ha^2/bohr; seam shift beta=0.002 {sr:.4e} bohr')
print('verified')
```

It prints:

```
model: (11|22)=0.5 Ha, (11|11)=0.5+2K; x,y,K,rho,w,gap in Ha, w2 in Ha^2
K=0.1 x=0.3 y=0.1: rho=0.36056 wCIS=0.26056 w2TDHF=0.05789 exact=0.27417
K=0.1 x=-0.06 y=0.04: rho=0.10000 wCIS=-0.00000 w2TDHF=-0.01000 exact=0.04142
K=0.1 x=0.05 y=0.02: rho=0.06403 wCIS=-0.03597 w2TDHF=-0.00871 exact=0.01874
K=0.0 x=0.05 y=0.02: rho=0.06403 wCIS=0.06403 w2TDHF=0.00410 exact=0.06403
K=0.1 x=0.101 y=0: w=0.00100 Ha |d_y|=14.00 1/Ha |h_y|=0.01400
K=0.0 x=0.001 y=0: w=0.00100 Ha |d_y|=1414.21 1/Ha |h_y|=1.41421
H-O-H STO-3G, fixed bond 1.8 bohr, A-prime singlets
FCI r* = 2.59224 bohr = 1.37175 Angstrom, E = -74.783722 Ha
FCI g = -0.27962 Ha/bohr, |h| = 0.17934 Ha/rad
FCI gap at r*: beta=0.001 3.5868e-04 Ha, beta=0.002 7.1735e-04 Ha
FCI min over r of gap at beta=0.002: 7.1735e-04 Ha; loop sign -1
FCI |d_beta|: r*-0.002 321.1, r*-0.001 641.8 1/rad
CIS r* = 2.97558 bohr = 1.57461 Angstrom, E0 = -74.644180 Ha
CIS dw/dr left -0.18190, right -0.18176 Ha/bohr; orbital gap 0.39452 Ha
CIS min eig(A+B) 0.02823, X(A+B)X 0.02824, X(A-B)X -0.02824 Ha
CIS w at r*: beta=0.001 5.8267e-06 Ha, beta=0.002 2.3298e-05 Ha
CIS seam shift: beta=0.001 3.2057e-05, beta=0.002 1.2833e-04 bohr
CIS |d_beta|: r* 6.248, r*-0.002 6.175, r*-0.001 6.211 1/rad
CIS |w d|: r*-0.002 2.247e-03, r*-0.001 1.130e-03 Ha/rad
CIS frozen-orbital coupling |X.b| = 0.17620 Ha/rad
max|<single|H|Phi0>|: rotated orbitals 1.1146, SCF at beta=0.001 3e-14 Ha
gap at beta=0.001, orbitals frozen at r*: 3.5241e-04 Ha; 2|X.b|beta 3.5241e-04 Ha
TDHF zero r0 = 2.82148 bohr = 1.49306 Angstrom; CIS w there 0.02983 Ha
TDHF at r0: min eig(A+B) 0.05961, orbital gap 0.43065 Ha
TDHF w: r0-0.004 6.8710e-03, r0-0.001 3.4150e-03, r0+0.001 3.4012e-03i Ha
TDHF dw2/dr -1.1615e-02 Ha^2/bohr; seam shift beta=0.002 2.5611e-05 bohr
TDA-LDA r* = 2.80313 bohr = 1.48335 Angstrom, E0 = -74.501259 Ha
TDA-LDA dw/dr left -0.21030, right -0.21011 Ha/bohr; orbital gap -0.05166 Ha
TDA-LDA min eig(A+B) 0.05069, X(A+B)X 0.05119, X(A-B)X -0.05119 Ha
TDA-LDA w at r*: beta=0.001 -9.8861e-08 Ha, beta=0.002 -3.9499e-07 Ha
TDA-LDA seam shift: beta=0.001 -4.7031e-07, beta=0.002 -1.8791e-06 bohr
TDA-LDA |d_beta|: r* 3.258, r*-0.002 3.235, r*-0.001 3.247 1/rad
TDA-LDA |w d|: r*-0.002 1.361e-03, r*-0.001 6.827e-04 Ha/rad
TDA-LDA frozen-orbital coupling |X.b| = 0.16398 Ha/rad
TDLDA zero r0 = 2.56316 bohr = 1.35636 Angstrom; TDA-LDA w there 0.05618 Ha
TDLDA at r0: min eig(A+B) 0.11124, orbital gap 0.00000 Ha
TDLDA w: r0-0.004 1.0376e-02, r0-0.001 5.1651e-03, r0+0.001 5.1500e-03i Ha
TDLDA dw2/dr -2.6601e-02 Ha^2/bohr; seam shift beta=0.002 3.2306e-06 bohr
verified
```
